# Segregation factor from type B and type C boundary diffusion, with uncertainties

**Q.** I have tracer profiles along grain boundaries from hot anneals, type B, and from much colder ones, type C. I am told that together they give the segregation factor. Why should two diffusion experiments yield an equilibrium quantity?

**A.** Look at what each experiment can sense. Take one flat boundary of width \(\delta\), normal to the surface, with \(y\) the depth and \(x\) the distance into the lattice on either side. The lattice diffusivity is \(D\), the boundary diffusivity \(D_{gb}\). The tracer is dilute, and the boundary is in local equilibrium with the adjacent lattice, \(c_b=s\,c(0,y,t)\), which defines \(s\). The surface holds the lattice concentration at \(c_0\) from \(t=0\).

A boundary element gains tracer by diffusion along \(y\) and loses it through two faces:
\[
\delta\,\partial_t c_b=\delta D_{gb}\,\partial_y^2c_b+2D\,\partial_xc|_{x=0^+}.
\]
The last term is negative while tracer leaks out. Inserting \(c_b=sc\) gives
\[
W\partial_tc=P\,\partial_y^2c+2D\,\partial_xc,\qquad W=s\delta,\quad P=s\delta D_{gb}.
\]
Storage carries \(W\), transport carries \(P\), and leakage carries neither. If leakage outweighs storage, the boundary's own properties enter the profile through \(P\) alone. If storage outweighs leakage, division by \(W\) leaves \(P/W=D_{gb}\).

**Q.** What decides which one wins?

**A.** Let the lattice diffuse sideways only, for now. With Laplace variable \(p\) and no tracer initially, \(p\hat c=D\,\partial_x^2\hat c\). The solution that decays into the lattice is proportional to \(e^{-x\sqrt{p/D}}\), so \(2D\,\partial_x\hat c=-2\sqrt{Dp}\,\hat c\) at the boundary. The balance becomes
\[
P\,\partial_y^2\hat c=(Wp+2\sqrt{Dp})\hat c ,
\]
hence
\[
\hat c(0,y)=\frac{c_0}{p}e^{-\kappa y},\qquad
\kappa^2=\frac{p}{D_{gb}}+\frac{2\sqrt{Dp}}{P}.
\]
The ratio of storage to leakage is
\[
\frac{Wp}{2\sqrt{Dp}}=\alpha\sqrt{pt},\qquad \alpha=\frac{W}{2\sqrt{Dt}} .
\]
Since \(p\sim1/t\) matters at time \(t\), small \(\alpha\) is type B and large \(\alpha\) is type C. In type B the lattice fringes must also stay separate, so the grain size must greatly exceed \(\sqrt{Dt}\).

**Q.** My counts are not calibrated absolutely. Can I still extract \(P\) and \(D_{gb}\)?

**A.** Yes, from the mean depth \(Y\) of the excess tracer. Let \(u=c-c_{lat}\), where \(c_{lat}(y,t)\) is the lattice profile far from the boundary. The excess per unit depth, and per unit length of boundary trace, is
\[
M=Wc(0,y,t)+2\int_0^\infty u\,dx .
\]
Now allow full lattice diffusion, \(\partial_tu=D(\partial_x^2u+\partial_y^2u)\). The integral of \(2D\partial_x^2u\) is \(-2D\partial_xu|_0\), which cancels the leakage term in the boundary balance. Thus
\[
\partial_tM=\partial_y^2\Big[Pc(0,y,t)+2D\int_0^\infty u\,dx\Big].
\]
Multiply by \(y\) and integrate. For a function \(f\) that vanishes at depth, \(\int_0^\infty y f''dy=f(0)\). At the surface \(c=c_0\) and \(u=0\), so \(\int yM\,dy=c_0Pt\).

The denominator of \(Y\) is \(N=\int M\,dy\). In the lateral model \(c_{lat}=0\) below the surface, and
\[
\hat M=\Big(W+2\sqrt{D/p}\Big)\hat c=\frac{P\kappa^2}{p}\hat c,
\qquad \hat N=\frac{c_0P\kappa}{p^2}.
\]
The inverse transform of \(p^{-\nu}\) is \(t^{\nu-1}/\Gamma(\nu)\).

In type B, \(\kappa=\sqrt{2/P}\,(Dp)^{1/4}\), so \(\hat N=c_0\sqrt{2P}\,D^{1/4}p^{-7/4}\) and
\[
N=\frac{c_0\sqrt{2P}\,D^{1/4}t^{3/4}}{\Gamma(7/4)},\qquad
Y=\frac{c_0Pt}{N}=\Gamma(7/4)\sqrt{\frac P2}\Big(\frac tD\Big)^{1/4}.
\]
Squaring and solving for \(P\),
\[
P=2\sqrt{\frac Dt}\left[\frac{Y}{\Gamma(7/4)}\right]^2 .
\]
In type C, \(\kappa=\sqrt{p/D_{gb}}\), so \(N=c_0P\sqrt{t/D_{gb}}/\Gamma(3/2)\). Now \(P\) cancels in \(Y\):
\[
Y=\frac{\sqrt\pi}{2}\sqrt{D_{gb}t},\qquad D_{gb}=\frac{4Y^2}{\pi t}.
\]
The unknown \(c_0\) has dropped out of both, but only after the lattice part \(c_{lat}\) has been subtracted from the measured sections. That part need not be small: per unit area it amounts to \(2c_0\sqrt{Dt/\pi}\), against \(2N/d\) for square columnar grains of width \(d\). For the 780 K anneal below and \(d=100\) µm it is about 2.2 times the excess, and leaving 5 % of it in lowers \(P\) by 19 %. The numerical constants belong to a constant source and to this mean depth; a thin initial deposit needs others. The profile must also be followed far into its tail, because a tail lost below the detection limit makes \(Y\) too small.

**Q.** So \(P/D_{gb}\) is the segregation factor?

**A.** It is \(W=s\delta\), a length. Neither regime separates \(s\) from \(\delta\), so
\[
s=\frac{P}{\delta D_{gb}}
\]
needs a width from elsewhere, and both diffusivities at the same temperature.

**Q.** Can you show me with numbers that type B is blind to \(s\)?

**A.** I take round model parameters, for no particular material: \(D=10^{-5}e^{-2.00x}\) and \(D_{gb}=10^{-5}e^{-1.10x}\) in m²/s, \(s=0.20\,e^{0.25x}\), and \(\delta=0.50\) nm. From here on \(x=1/(k_BT)\) in eV⁻¹, so the coefficients in the exponents are energies in eV. A positive \(E_s=0.25\) eV means enrichment that grows on cooling.

Depths were computed with full lattice diffusion. That solution was tested against a two-dimensional grid calculation at \(W/\sqrt{Dt}=0.5\) and \(D_{gb}/D=200\): the integrated excess, in units of \(c_0Dt\), was 15.028 against 15.030.

- Type B, 780 K: doubling \(s\) at fixed \(P\) changes \(Y\) by \(-1.0\) %.
- Type C, 510 K: doubling \(s\) at fixed \(D_{gb}\) changes \(Y\) by 0.05 %.
- Type C, 510 K: doubling \(s\) at fixed \(P\) halves \(D_{gb}\) and changes \(Y\) by \(-29\) %, as \(1/\sqrt2\) requires.

**Q.** The blindness is not perfect, then. How much do the limiting formulas mislead me?

**A.** Expand \(\kappa\) about each limit. In type B, \(\kappa\simeq\kappa_B(1+\tfrac12\alpha\sqrt{pt})\). The correction turns \(p^{-7/4}\) into \(p^{-5/4}\), so
\[
\frac{N}{N_B}=1+\frac{\alpha}{2}\frac{\Gamma(7/4)}{\Gamma(5/4)} .
\]
In type C, \(\kappa\simeq\kappa_C[1+1/(2\alpha\sqrt{pt})]\) turns \(p^{-3/2}\) into \(p^{-2}\), giving \(N/N_C=1+\Gamma(3/2)/(2\alpha)\). Both estimators vary as \(Y^2\), hence as \(N^{-2}\), which doubles these corrections and reverses their sign.

Type B has a second error, from lattice diffusion straight down from the surface. Within a depth \(\sqrt{Dt}\) the boundary is nearly at \(c_0\), so the lattice corner has both faces at \(c_0\). With \(X\) and \(Z\) the distances from boundary and surface divided by \(2\sqrt{Dt}\), its solution is \(c=c_0[1-\operatorname{erf}X\operatorname{erf}Z]\). Subtracting \(c_{lat}=c_0\operatorname{erfc}Z\) leaves \(u=c_0\operatorname{erfc}X\operatorname{erf}Z\), whereas the lateral model has \(c_0\operatorname{erfc}X\). The difference is \(c_0\operatorname{erfc}X\operatorname{erfc}Z\). Since \(\int_0^\infty\operatorname{erfc}=1/\sqrt\pi\), the amount missing on both sides is
\[
2c_0(2\sqrt{Dt})^2\frac1\pi=\frac8\pi c_0Dt .
\]
With \(\beta=P/(2D\sqrt{Dt})\), the type B result reads \(N_B=2\sqrt\beta\,c_0Dt/\Gamma(7/4)\). The relative loss is \((4/\pi)\Gamma(7/4)/\sqrt\beta\), and \(N^{-2}\) doubles it. To leading order,
\[
\frac{P_{app}}P=1-1.01\,\alpha+\frac{2.34}{\sqrt\beta},\qquad
\frac{D_{app}}{D_{gb}}=1-\frac{0.886}{\alpha}.
\]
A longer type B anneal lowers \(\alpha\) but also \(\beta\), so one error shrinks while the other grows. At \(\alpha=10^{-4}\), \(\beta=10^4\), the full solution gives \(P_{app}/P=1.0235\) and the law 1.0233.

**Q.** What does a whole data set look like?

**A.** I simulated five type B anneals at 720–840 K, each with \(\sqrt{Dt}=0.10\) µm, and five type C anneals at 460–560 K, each with \(\sqrt{D_{gb}t}=1.00\) µm. At 780 K, \(\alpha=0.0206\) and \(\beta=1.35\times10^4\). The two type B errors, \(-2.1\) % and \(+2.0\) %, almost cancel, and the full bias is \(-0.1\) %. It runs from \(-1.8\) % at 720 K to \(+2.1\) % at 840 K. The type C bias is at most 0.9 % in size.

The temperature ranges do not overlap. I therefore fit \(\ln P\) and \(\ln D_{gb}\) with straight lines in \(x\) and compare them at a common temperature. At 620 K they give \(W=10.2\) nm, so
\[
s=\frac{10.2\ \text{nm}}{0.50\ \text{nm}}=20.4,
\]
against the input 21.5. No random noise has been added yet; the shortfall is regime bias, magnified by extrapolation.

**Q.** My depths are good to 5 %, and \(D\) and \(D_{gb}\) to 10 %. What is the error of \(s\)?

**A.** Since \(P\propto\sqrt D\,Y^2\), independent errors give
\[
\sigma_P^2=4\sigma_Y^2+\tfrac14\sigma_D^2=0.0100+0.0025,\qquad \sigma_P=0.112 .
\]
All \(\sigma\) here are standard deviations of natural logarithms. I assume that errors at different temperatures are independent; an error of \(D\) shared by all anneals would not average down.

Write a fitted line through \(n\) points as \(\bar y+\hat b(x-\bar x)\), with \(\hat b=\sum(x_i-\bar x)y_i/S\) and \(S=\sum(x_i-\bar x)^2\). Then \(\operatorname{Var}\bar y=\sigma^2/n\) and \(\operatorname{Var}\hat b=\sigma^2/S\). Their covariance is \(\sigma^2\sum(x_i-\bar x)/(nS)=0\), so the variances add. From \(\ln s=\ln P-\ln D_{gb}-\ln\delta\),
\[
\operatorname{Var}\ln s=\sum_{j=B,C}\sigma_j^2\left[\frac1{n_j}+\frac{(x-\bar x_j)^2}{S_j}\right]+\sigma_\delta^2 ,
\]
where \(\sigma_B=\sigma_P\) and \(\sigma_C=0.10\) is the error of \(\ln D_{gb}\).

At 620 K, \(x=18.72\). The means are \(\bar x_B=14.92\), \(\bar x_C=22.86\), and \(S_B=3.31\), \(S_C=12.69\). The type B line contributes \(0.0125(0.2+4.35)=0.0568\), the type C line \(0.0100(0.2+1.36)=0.0156\). The statistical error is \(\sqrt{0.0724}=0.27\).

Suppose the width is known to a one-sigma factor of 1.4. Then \(\sigma_\delta=\ln1.4=0.336\), and the total is \(\sqrt{0.0724+0.1132}=0.43\). Simulated noise passed through the estimators and fits gives 0.43 too. For a log-normal error the 95 % interval of \(s\) is 9 to 48. The width supplies 61 % of the variance.

**Q.** I usually quote separate errors for prefactor and activation energy. May I combine those?

**A.** Not without their covariance. The intercept is \(\hat a=\bar y-\hat b\bar x\), so \(\operatorname{Cov}(\hat a,\hat b)=-\bar x\sigma^2/S\): a steeper slope comes with a compensating prefactor. Dropping this term turns the statistical error at 620 K from 0.27 into 1.69.

**Q.** At which temperature should I report \(s\)?

**A.** Setting the derivative of the variance to zero gives
\[
x^*=\frac{\sigma_B^2\bar x_B/S_B+\sigma_C^2\bar x_C/S_C}{\sigma_B^2/S_B+\sigma_C^2/S_C},
\]
which is 712 K here, with a statistical error of 0.21. It lies nearer the type B range because that slope is less well known. This optimum trusts both lines to be straight.

**Q.** And if they are slightly curved?

**A.** Add the same term \(g(x-x_r)^2\) to \(\ln D_{gb}\) and \(\ln P\), as happens when \(D_{gb}\) curves while \(s\) does not. Changing \(x_r\) adds a linear function, which a line reproduces, so I may centre the term on each data range. A line fitted to \(g(x-\bar x_j)^2\) has mean \(gS_j/n_j\) and slope \(gm_j/S_j\), with \(m_j=\sum(x_i-\bar x_j)^3\). Fit minus truth is
\[
e_j(x)=g\left[\frac{S_j}{n_j}+\frac{m_j}{S_j}(x-\bar x_j)-(x-\bar x_j)^2\right].
\]
The error of \(\ln s\) is \(e_B-e_C\). Its largest part is
\[
g\big[(x-\bar x_C)^2-(x-\bar x_B)^2\big]=g(\bar x_B-\bar x_C)(2x-\bar x_B-\bar x_C),
\]
which vanishes midway between the two means, here at 614 K.

For \(g=0.010\) eV² the rms misfits are 0.006 in type B and 0.021 in type C, well below the scatter of about 0.1. Yet \(\ln s\) is wrong by \(-0.70\) at 500 K and \(+0.64\) at 780 K, factors of 0.50 and 1.9. At 620 K the error is 0.02. I would report \(s\) there and accept the slightly larger statistical error. If \(s\) itself is curved, only \(P\) feels it and this cancellation is lost: the same coefficient then gives roughly \(-0.14\) at 620 K from the quadratic term.

**Q.** Is the segregation energy safer, since \(\delta\) cancels?

**A.** A constant error of \(\delta\) does cancel: it shifts \(\ln s\) equally at all temperatures, altering \(s_0\) and not the slope. The fit gives \(E_s=0.23\pm0.07\) eV, where the error is \(\sqrt{\sigma_B^2/S_B+\sigma_C^2/S_C}\). The input was 0.25 eV; most of the difference comes from the type B bias, which changes sign across the range and tilts the line.

Other errors survive. Since \(P\propto\sqrt D\), a lattice activation energy taken 0.05 eV too high for all type B anneals lowers \(E_s\) by 0.025 eV. If \(\delta\) grows by a factor 1.2 between the mean inverse temperatures of types C and B, with \(\ln\delta\) linear in \(x\), the slope shifts by \(-\ln1.2/7.94=-0.023\) eV. The curvature above shifts it by about \(2g(\bar x_B-\bar x_C)=-0.16\) eV, more than twice the statistical error.

**Q.** Can I avoid assuming the width?

**A.** Measure a tracer of the host element in the pure material. If boundary and lattice have nearly equal atomic density, its \(s\) is 1 and its \(W\) is \(\delta\). Dividing the solute's \(W\) by it gives \(s\), provided the solute leaves the width unchanged. Check both regimes afresh. For equal diffusivities and anneal times, \(s=1\) makes the host's \(\alpha\) and \(\beta\) smaller than the solute's by the solute's factor \(s\). In the cold anneals, \(\alpha\approx100\) at 560 K would drop to 2.8, no longer clearly type C, so the host may need colder or shorter anneals. In the hot anneals, \(\beta\) at 840 K would drop from about 3970 to 630, and the type B lattice error \(2.34/\sqrt\beta\) would grow from 3.7 % to 9.3 %. Left uncorrected, the host's regime biases (up to \(+9\) % in type B and \(-24\) % in type C in this continuum model) would shift \(\ln s\) at 620 K by about \(-0.37\). The type C figure is only indicative, because \(\sqrt{Dt}\) is below an atomic spacing there and the continuum model overstates the leakage. With anneals chosen so that the host's biases are as small as the solute's, and independent data of equal quality at 620 K, the error becomes \(\sqrt2\times0.27=0.38\) instead of 0.43. The gain is modest here, but a measured error has replaced an assumed one.

**Q.** How close is all this to a real polycrystal?

**A.** A width near 0.5 nm is a customary assumption, and the anneals, from 13 minutes to 31 hours, are practicable. At 560 K the model has \(\sqrt{Dt}\approx0.09\) nm, less than an atomic spacing. For a solute as strongly enriched as this one, it should be read as almost no exchange with the lattice; the type C estimate of \(D_{gb}\) does not use \(s\), so it survives.

Real samples break several assumptions; I take up two that bear directly on \(s\). First, boundaries differ. The amounts add, so \(Y=t\sum P_i/\sum(N_i/c_0)\), with \(N_i\propto\sqrt{P_i}\) in type B and \(N_i\propto W_i\sqrt{D_i}\) in type C, where \(D_i\) is the boundary diffusivity of class \(i\). The apparent ratio is
\[
W_{app}=\left[\frac{\sum W_i\sqrt{D_i}}{\sum\sqrt{W_iD_i}}\right]^2 .
\]
Here both regimes are compared at one temperature. If all \(W_i\) are equal, the formula returns their common value whatever the spread of \(D_i\). If the classes also differ in activation energy, however, \(\ln P\) and \(\ln D_{gb}\) are in general both curved, and extrapolation can bring in an error like the one found above. Its size depends on where the classes exchange dominance, and it need not cancel near 620 K, because the two temperature ranges can see different curvatures. Equal lengths of boundary with \(s=10\) and 40, and equal \(D_i\) and \(\delta\), give 27.8 instead of the mean 25, an 11 % excess.

Second, boundary sites fill up. If each site holds one atom and solutes do not interact, a dilute lattice fraction \(c\) gives an enrichment \(s/(1+sc)\). With the input \(s=66\) at 500 K and \(c=10^{-3}\), it is 6 % below the dilute value; at \(c=10^{-2}\) it is 40 % below, and the dilute \(s\) no longer gives the actual enrichment at that temperature. The full tables for both sets of anneals are in the numerical output.

## Computed values

```
grid test: excess amount grid, transform = 15.0303, 15.0275 (reduced)
grid test: first moment, P t = 100.000, 100.000 (reduced)
P_app/P at alpha=0.02: solution, law = 0.98026, 0.97989
P_app/P at alpha=0.0001, beta=10000: solution, law = 1.02351, 1.02330
D_app/D_gb at alpha=100: solution, law = 0.99121, 0.99114
lattice: D0=1.0e-05 m^2/s, E=2.00 eV
boundary: D0=1.0e-05 m^2/s, E=1.10 eV
segregation: s0=0.20, E_s=0.25 eV; delta=0.50 nm
chosen sqrt(Dt) in B=0.10 um; sqrt(D_gb t) in C=1.00 um
type B: T/K, t/s, alpha, beta, Y/um, P_app/(m^3/s), bias/%
720 9.986e+04 0.02811 5.606e+04 21.560 1.1022e-21 -1.83
750 2.750e+04 0.02393 2.671e+04 14.946 1.9229e-21 -0.98
780 8.366e+03 0.02062 1.347e+04 10.663 3.2180e-21 -0.08
810 2.779e+03 0.01797 7.148e+03 7.807 5.1924e-21 0.93
840 9.988e+02 0.01581 3.969e+03 5.850 8.1141e-21 2.10
type C: T/K, t/s, alpha, Y/um, D_app/(m^2/s), bias/%
460 1.126e+05 2334.5 0.8861 8.8755e-18 -0.04
485 2.694e+04 939.5 0.8858 3.7082e-17 -0.09
510 7.415e+03 413.3 0.8853 1.3457e-16 -0.21
535 2.302e+03 196.4 0.8842 4.3240e-16 -0.45
560 7.935e+02 99.7 0.8823 1.2491e-15 -0.88
double s, fixed P, B at 780 K: depth change=-1.023 %
double s, fixed D_gb, C at 510 K: depth change=0.054 %
double s, fixed P, C at 510 K: depth change=-29.25 %
log errors: Y_B=0.05, D=0.10, P=0.1118, D_gb=0.10
width one-sigma factor=1.40; log error=0.3365
mean x: B, C = 14.922, 22.864 1/eV; S: B, C = 3.314, 12.690 1/eV^2
combined: T/K, W/nm, s, input s, stat error, total error, Monte Carlo
500 28.868 57.74 66.21 0.5134 0.6139 0.6093
620 10.212 20.42 21.54 0.2690 0.4308 0.4291
780 4.201 8.40 8.25 0.2340 0.4099 0.4107
95 % interval of s at 620 K = 8.78 to 47.52
width share of variance at 620 K = 61.0 %
E_s fitted=0.2313 eV; error=0.0675 eV; Monte Carlo=0.0672 eV
stat error without covariance at 620 K = 1.6892
best T: formula, Monte Carlo = 712.2, 711.8 K
statistical log error at best T = 0.2136
curvature=0.010 eV^2; rms misfit B, C = 0.0055, 0.0212
curvature bias in ln s at 500, 620, 780 K = -0.6974, 0.0224, 0.6376
curvature bias: E_s=-0.1602 eV; midpoint 614.2 K, ln s=-0.0058
width growth factor C to B=1.20; E_s bias=-0.0230 eV
```
